# Pseudo core density for silicon: sine form versus even polynomials: test program

```python
"""Pseudo core densities for silicon: A sin(B r)/r versus even polynomials.

Result under test: if the pseudo core density equals the core density n_c
outside rc and its first jump at rc is in derivative m, its transform falls as
  F(q) ~ 4 pi rc jump sin(q rc + (m+1) pi/2) / q^(m+2).
The sine form (value and slope matched) has m = 2; an even polynomial of
degree 2K (K derivatives matched) has m = K+1. Closed forms for the charge
inside rc are tested too. Hartree atomic units throughout.
The atom: non-relativistic spin-restricted LDA, spherical 3s2 3p2.
"""
import numpy as np
from math import comb, factorial, pi
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import gamma, gammainc, gammaincc, beta
from scipy.integrate import cumulative_trapezoid
from pyscf.dft import libxc

Z = 14
RC = 1.0
ZETA = {0: np.geomspace(0.6, 36.0, 10), 1: np.geomspace(0.5, 16.0, 9)}
OCC = {0: [2, 2, 2], 1: [6, 2]}
CORE_OCC = {0: [2, 2, 0], 1: [6, 0]}
NORM = {l: (2 * z)**(l + 1.5) / np.sqrt(factorial(2 * l + 2))
        for l, z in ZETA.items()}

# Every density is sum_k c_k r^power_k exp(-expo_k r).
power = np.concatenate([np.full(len(ZETA[l])**2, 2.0 * l) for l in (0, 1)])
expo = np.concatenate([np.add.outer(ZETA[l], ZETA[l]).ravel() for l in (0, 1)])


def shape(r, m=0):
    """m-th radial derivative of every term r^power exp(-expo r)."""
    r = np.atleast_1d(np.asarray(r, float))[None, :]
    p, a = power[:, None], expo[:, None]
    total = np.zeros((len(power), r.shape[1]))
    for j in range(m + 1):
        falling = np.ones_like(p)
        for i in range(j):
            falling = falling * (p - i)
        total += comb(m, j) * falling * r**np.maximum(p - j, 0) * (-a)**(m - j)
    return total * np.exp(-a * r)


def hartree_kernel(r):
    """Hartree potential of every term."""
    p, a, r = power[:, None], expo[:, None], r[None, :]
    inner = gamma(p + 3) / a**(p + 3) * gammainc(p + 3, a * r) / r
    outer = gamma(p + 2) / a**(p + 2) * gammaincc(p + 2, a * r)
    return 4 * pi * (inner + outer)


def xc(n):
    out = libxc.eval_xc('lda,vwn', np.maximum(n, 1e-40))
    return np.asarray(out[0]).ravel(), np.asarray(out[1][0]).ravel()


# ---- self-consistent atom on a logarithmic quadrature grid ----
step = 0.025
r = np.exp(np.arange(-30.0, np.log(60.0), step))
w = r * step
G, KH = shape(r), hartree_kernel(r)
U, S, T = {}, {}, {}
for l in (0, 1):
    z, N = ZETA[l][:, None], NORM[l][:, None]
    U[l] = N * r**(l + 1) * np.exp(-z * r)
    dU = N * r**l * np.exp(-z * r) * (l + 1 - z * r)
    S[l] = (U[l] * w) @ U[l].T
    T[l] = 0.5 * (dU * w) @ dU.T + 0.5 * l * (l + 1) * (U[l] * w / r**2) @ U[l].T


def coefficients(vectors, occupations):
    parts = []
    for l in (0, 1):
        v = vectors[l][:, :len(occupations[l])] * NORM[l][:, None]
        parts.append(((v * occupations[l]) @ v.T / (4 * pi)).ravel())
    return np.concatenate(parts)


c = np.zeros(len(power))
for iteration in range(300):
    potential = -Z / r + c @ KH + xc(c @ G)[1]
    levels, vectors = {}, {}
    for l in (0, 1):
        H = T[l] + (U[l] * w * potential) @ U[l].T
        levels[l], vectors[l] = eigh(0.5 * (H + H.T), S[l])
    new = coefficients(vectors, OCC)
    change = np.sum(w * 4 * pi * r**2 * np.abs((new - c) @ G))
    if change < 1e-8:
        break
    c = new if iteration == 0 else c + 0.3 * (new - c)
assert change < 1e-8
core = coefficients(vectors, CORE_OCC)
valence = new - core
n = c @ G
exc, vxc = xc(n)
energy = sum(o * e for l in (0, 1) for o, e in zip(OCC[l], levels[l]))
energy += np.sum(w * 4 * pi * r**2 * n * (exc - vxc - 0.5 * (c @ KH)))


def n_core(x, m=0):
    return core @ shape(x, m)


# ---- independent core density: finite differences in the same potential ----
h = 0.001
x = h * np.arange(1, 8000)
v_fd = -Z / x + c @ hartree_kernel(x) + xc(c @ shape(x))[1]
n_fd = np.zeros_like(x)
for l, count in ((0, 2), (1, 1)):
    _, u = eigh_tridiagonal(1 / h**2 + v_fd + 0.5 * l * (l + 1) / x**2,
                            np.full(len(x) - 1, -0.5 / h**2),
                            select='i', select_range=(0, count - 1))
    for s in range(count):
        n_fd += CORE_OCC[l][s] * u[:, s]**2 / h / (4 * pi * x**2)
i0, k, d = int(round(RC / h)) - 1, 10, 10 * h
f = [n_fd[i0 + j * k] for j in (-2, -1, 0, 1, 2)]
fd = [f[2], (f[3] - f[1]) / (2 * d), (f[3] - 2 * f[2] + f[1]) / d**2,
      (f[4] - 2 * f[3] + 2 * f[1] - f[0]) / (2 * d**3)]
deviation = [abs(fd[m] / n_core(RC, m)[0] - 1) for m in range(4)]
# limits cover the finite basis and the second-order difference errors
assert all(e < t for e, t in zip(deviation, (0.01, 0.01, 0.02, 0.05)))


def panels(a, b, count):
    t, g = np.polynomial.legendre.leggauss(20)
    edges = np.linspace(a, b, count + 1)
    half = 0.5 * (edges[1] - edges[0])
    mid = 0.5 * (edges[1:] + edges[:-1])
    return (mid[:, None] + half * t).ravel(), np.tile(half * g, count)


def build(rc):
    """Pseudo densities inside rc: function, charge formula, m, jump."""
    g = [n_core(rc, m)[0] for m in range(5)]
    D = [g[0], g[1] / (2 * rc), (g[2] - g[1] / rc) / (4 * rc**2),
         (g[3] - 3 * g[2] / rc + 3 * g[1] / rc**2) / (8 * rc**3),
         (g[4] - 6 * g[3] / rc + 15 * g[2] / rc**2 - 15 * g[1] / rc**3)
         / (16 * rc**4)]
    rhs = 1 + rc * g[1] / g[0]
    y = brentq(lambda t: t / np.tan(t) - rhs, 1e-6, pi - 1e-9)
    B, A = y / rc, rc * g[0] / np.sin(y)
    forms = {'LFC': (lambda s: A * B * np.sinc(B * s / pi),
                     -4 * pi * rc**2 * g[1] / B**2, 2,
                     g[2] + 2 * g[1] / rc + B**2 * g[0])}
    for K in (1, 2, 3):
        def poly(s, K=K):
            return sum(D[j] * (s**2 - rc**2)**j / factorial(j)
                       for j in range(K + 1))
        charge = 4 * pi * sum((-1)**j * D[j] / factorial(j) * rc**(2 * j + 3)
                              * 0.5 * beta(1.5, j + 1) for j in range(K + 1))
        forms['K=%d' % K] = (poly, charge, K + 1, (2 * rc)**(K + 1) * D[K + 1])
    return forms, g, A, B


missing = {}
for rc in (0.8, RC, 1.2):
    forms = build(rc)[0]
    s, ws = panels(0, rc, 40)
    core_inside = 4 * pi * np.sum(ws * s**2 * n_core(s))
    for name, (fun, charge, _, _) in forms.items():
        direct = 4 * pi * np.sum(ws * s**2 * fun(s))
        assert abs(direct / charge - 1) < 1e-9
        missing[rc, name] = core_inside - direct

forms, g, A, B = build(RC)
names = list(forms)
rin, win = panels(0, RC, 40)
rout, wout = panels(RC, RC + 11, 220)
rr, ww = np.concatenate([rin, rout]), np.concatenate([win, wout])
tail = n_core(rout)
q_core_in = 4 * pi * np.sum(win * rin**2 * n_core(rin))
q_core = 4 * pi * np.sum(ww * rr**2 * n_core(rr))
assert abs(q_core - 10) < 1e-6

# the sine form meets value and slope of the core density at rc
eps = 1e-5
sine = forms['LFC'][0]
assert abs(sine(RC) / g[0] - 1) < 1e-9
assert abs((sine(RC + eps) - sine(RC - eps)) / (2 * eps) / g[1] - 1) < 1e-6
# even polynomials again, now from the linear matching equations
poly_coef = {}
for K in (1, 2, 3):
    M = np.array([[factorial(2 * j) / factorial(2 * j - m) * RC**(2 * j - m)
                   if 2 * j >= m else 0.0 for j in range(K + 1)]
                  for m in range(K + 1)])
    a = np.linalg.solve(M, g[:K + 1])
    poly_coef[K] = a
    again = sum(a[j] * rin**(2 * j) for j in range(K + 1))
    assert np.max(np.abs(again - forms['K=%d' % K][0](rin))) < 1e-9 * abs(a[0])


def transform(q, values):
    """F(q) by quadrature; one column per density."""
    q = np.atleast_1d(q)
    weighted = (4 * pi * ww * rr)[:, None] * values
    return np.concatenate([np.sin(np.outer(b, rr)) @ weighted / b[:, None]
                           for b in np.array_split(q, max(1, len(q) // 400))])


columns = np.array([np.concatenate([forms[m][0](rin), tail]) for m in names]
                   + [n_core(rr)]).T

# ---- asymptotic law against quadrature ----
slope, amplitude = {}, {}
for i, name in enumerate(names):
    _, _, m, jump = forms[name]
    q12 = np.array([32 - m / 2, 62 - m / 2]) * pi / RC
    F12 = transform(q12, columns[:, i:i + 1])[:, 0]
    law = (4 * pi * RC * jump * np.sin(q12 * RC + (m + 1) * pi / 2)
           / q12**(m + 2))
    assert abs(F12[1] / law[1] - 1) < 0.05      # next terms are O(1/q^2)
    slope[name] = -np.log(abs(F12[1] / F12[0])) / np.log(q12[1] / q12[0])
    assert abs(slope[name] - (m + 2)) < 0.15
    amplitude[name] = 4 * pi * RC * abs(jump)

# a polynomial with a linear term, matched through the second derivative
odd = g[0] + g[1] * (rin - RC) + 0.5 * g[2] * (rin - RC)**2
a1 = g[1] - g[2] * RC
q_odd = 60 * pi / RC
F_odd = transform(q_odd, np.concatenate([odd, tail])[:, None])[0, 0]
odd_ratio = F_odd / (-8 * pi * a1 / q_odd**4)
assert abs(odd_ratio - 1) < 0.01


def core_transform(q):
    den = expo**2 + q**2
    s_part = 8 * pi * expo / den**2
    p_part = 96 * pi * expo * (expo**2 - q**2) / den**4
    return np.sum(core * np.where(power == 0, s_part, p_part))


n0, slope0 = n_core(0.0)[0], n_core(0.0, 1)[0]
cusp = slope0 / n0
assert abs(cusp / (-2 * Z) - 1) < 0.02          # finite basis
assert abs(core_transform(4000.0) * 4000.0**4 / (-8 * pi * slope0) - 1) < 0.01
F20 = transform(20.0, columns)[0]
assert abs(F20[-1] / core_transform(20.0) - 1) < 1e-6

# ---- norm lost above a plane-wave cutoff ----
q = np.arange(1, 4001) * 0.05
F = transform(q, columns)
integrand = np.vstack([np.zeros(F.shape[1]), F**2 * q[:, None]**2]) / (2 * pi**2)
qq = np.concatenate([[0.0], q])
cumulative = cumulative_trapezoid(integrand[::-1], dx=0.05, axis=0, initial=0)
lost = np.sqrt(cumulative[::-1])
norm = np.sqrt(4 * pi * np.sum((ww * rr**2)[:, None] * columns**2, axis=0))
assert np.all(np.abs(lost[0, :-1] / norm[:-1] - 1) < 1e-5)
assert abs(lost[0, -1] / norm[-1] - 1) < 1e-3   # cusp tail beyond the q range

crossing = {}
for i in (2, 3):
    above = np.where((lost[:, i] >= lost[:, 0]) & (qq < 150))[0]
    crossing[names[i]] = qq[above[-1] + 1] if len(above) else 0.0
scan = np.linspace(0.4, 2.0, 801)
diff = n_core(scan) - valence @ shape(scan)
j = np.where((diff[:-1] > 0) & (diff[1:] <= 0))[0][0]
r_equal = brentq(lambda t: (n_core(t) - valence @ shape(t))[0],
                 scan[j], scan[j + 1])

# ---- output ----
print('LDA total energy of Si: %.4f hartree' % energy)
print('levels 1s 2s 2p 3s 3p: %.3f %.3f %.3f %.4f %.4f hartree' % (
    levels[0][0], levels[0][1], levels[1][0], levels[0][2], levels[1][1]))
print('core density = valence density at r = %.3f bohr' % r_equal)
print('matching radius rc = %.2f bohr' % RC)
print('n_core/n_valence at rc: %.3f' % (g[0] / (valence @ shape(RC))[0]))
for m in range(5):
    print('core density derivative %d at rc: %.6f bohr^-%d' % (m, g[m], 3 + m))
print('finite-difference check, relative deviation of derivatives 0-3:',
      ' '.join('%.1e' % e for e in deviation))
print('core charge total, inside rc, outside rc: %.5f %.5f %.5f electrons'
      % (q_core, q_core_in, q_core - q_core_in))
print('x cot x = %.5f, x = B rc = %.5f' % (1 + RC * g[1] / g[0], B * RC))
print('LFC: A = %.6f bohr^-2, B = %.5f bohr^-1' % (A, B))
for K in (1, 2, 3):
    print('K=%d coefficients of r^0, r^2, ... (atomic units):' % K,
          ' '.join('%.6f' % v for v in poly_coef[K]))
for name in names:
    fun, charge, m, jump = forms[name]
    print('%s: n(0) = %.5f bohr^-3, charge inside = %.5f, missing = %.5f electrons'
          % (name, fun(np.array(0.0)), charge, missing[RC, name]))
for rc in (0.8, 1.2):
    print('missing charge at rc = %.1f bohr (electrons):' % rc,
          ', '.join('%s %.5f' % (m, missing[rc, m]) for m in names))
for name in names:
    m, jump = forms[name][2:]
    print('%s: jump in derivative %d = %.5f bohr^-%d, 4 pi rc |jump| = %.4f a.u., '
          'measured decay power %.3f' % (name, m, jump, m + 3,
                                         amplitude[name], slope[name]))
print('true core: n(0) = %.2f bohr^-3, cusp n\'(0)/n(0) = %.3f bohr^-1' % (n0, cusp))
print('true core: q^4 F(q) tends to %.4e bohr^-4' % (-8 * pi * slope0))
print('polynomial with linear term: F/(-8 pi a1/q^4) = %.5f at q = %.2f bohr^-1'
      % (odd_ratio, q_odd))
print('L2 norm above cutoff Q, in bohr^-3/2, order:', ', '.join(names), ', true core')
for Q in (0, 4, 6, 8, 10, 15, 20, 40):
    print('Q = %2d bohr^-1:' % Q,
          ' '.join('%.3e' % v for v in lost[int(round(Q / 0.05))]))
for name, value in crossing.items():
    print('%s loses less norm than LFC for all Q from %.2f bohr^-1 up to 150 '
          '(Q^2/2 = %.1f hartree)' % (name, value, value**2 / 2))
print('success')
```

Running it gives:

```
LDA total energy of Si: -288.1982 hartree
levels 1s 2s 2p 3s 3p: -65.184 -5.075 -3.515 -0.3982 -0.1533 hartree
core density = valence density at r = 1.213 bohr
matching radius rc = 1.00 bohr
n_core/n_valence at rc: 6.358
core density derivative 0 at rc: 0.191849 bohr^-3
core density derivative 1 at rc: -1.215971 bohr^-4
core density derivative 2 at rc: 7.696382 bohr^-5
core density derivative 3 at rc: -48.258644 bohr^-6
core density derivative 4 at rc: 295.153682 bohr^-7
finite-difference check, relative deviation of derivatives 0-3: 4.2e-04 2.4e-03 2.5e-03 1.3e-03
core charge total, inside rc, outside rc: 10.00000 9.47792 0.52208 electrons
x cot x = -5.33818, x = B rc = 2.67679
LFC: A = 0.427999 bohr^-2, B = 2.67679 bohr^-1
K=1 coefficients of r^0, r^2, ... (atomic units): 0.799834 -0.607985
K=2 coefficients of r^0, r^2, ... (atomic units): 1.913878 -2.836073 1.114044
K=3 coefficients of r^0, r^2, ... (atomic units): 3.476288 -7.523305 5.801275 -1.562410
LFC: n(0) = 1.14566 bohr^-3, charge inside = 2.13257, missing = 7.34535 electrons
K=1: n(0) = 0.79983 bohr^-3, charge inside = 1.82230, missing = 7.65562 electrons
K=2: n(0) = 1.91388 bohr^-3, charge inside = 2.88893, missing = 6.58899 electrons
K=3: n(0) = 3.47629 bohr^-3, charge inside = 3.88620, missing = 5.59172 electrons
missing charge at rc = 0.8 bohr (electrons): LFC 5.41664, K=1 5.81154, K=2 4.57880, K=3 3.63415
missing charge at rc = 1.2 bohr (electrons): LFC 8.61691, K=1 8.81242, K=2 8.08151, K=3 7.28963
LFC: jump in derivative 2 = 6.63908 bohr^-5, 4 pi rc |jump| = 83.4291 a.u., measured decay power 3.998
K=1: jump in derivative 2 = 8.91235 bohr^-5, 4 pi rc |jump| = 111.9959 a.u., measured decay power 3.999
K=2: jump in derivative 3 = -74.99570 bohr^-6, 4 pi rc |jump| = 942.4238 a.u., measured decay power 4.999
K=3: jump in derivative 4 = 718.39084 bohr^-7, 4 pi rc |jump| = 9027.5655 a.u., measured decay power 6.000
true core: n(0) = 1746.99 bohr^-3, cusp n'(0)/n(0) = -28.149 bohr^-1
true core: q^4 F(q) tends to 1.2359e+06 bohr^-4
polynomial with linear term: F/(-8 pi a1/q^4) = 1.00016 at q = 188.50 bohr^-1
L2 norm above cutoff Q, in bohr^-3/2, order: LFC, K=1, K=2, K=3 , true core
Q =  0 bohr^-1: 1.169e+00 9.704e-01 1.671e+00 2.449e+00 2.264e+01
Q =  4 bohr^-1: 2.207e-01 1.576e-01 4.395e-01 8.793e-01 2.151e+01
Q =  6 bohr^-1: 7.190e-02 8.775e-02 7.536e-02 1.298e-01 2.056e+01
Q =  8 bohr^-1: 2.762e-02 3.696e-02 3.602e-02 4.593e-02 1.980e+01
Q = 10 bohr^-1: 1.855e-02 2.245e-02 1.900e-02 1.139e-02 1.913e+01
Q = 15 bohr^-1: 7.164e-03 9.522e-03 3.750e-03 2.729e-03 1.723e+01
Q = 20 bohr^-1: 3.100e-03 4.129e-03 1.676e-03 6.206e-04 1.488e+01
Q = 40 bohr^-1: 6.025e-04 8.074e-04 1.336e-04 3.118e-05 6.876e+00
K=2 loses less norm than LFC for all Q from 10.95 bohr^-1 up to 150 (Q^2/2 = 60.0 hartree)
K=3 loses less norm than LFC for all Q from 9.00 bohr^-1 up to 150 (Q^2/2 = 40.5 hartree)
success
```
